# Gaussian phonon width of a core line in a polar crystal

## The situation

A photon ejects an electron from a core level of one ion in a polar crystal. The ion's charge changes suddenly by $+e$, and the surrounding ions, still sitting where they sat before, now feel a force. The photoelectron carries away an energy that depends on how much vibrational energy is left behind, so the core line acquires a width. This width can be many times one phonon energy, and it grows on heating. We want its size and its shape.

## The model and its assumptions

The hole stays on its site, acts on the lattice with a force independent of the displacements, and leaves the phonon frequencies unchanged. The photoelectron is fast and its coupling to phonons is neglected. The electronic transition amplitude does not depend on the ion positions. All coupled modes are longitudinal optical phonons of one frequency $\omega$.

With the common zero-point energy dropped, the lattice Hamiltonians before and after emission are

$$H_i=\sum_q\hbar\omega\,b_q^\dagger b_q,\qquad H_f=E_0+H_i+V,\qquad V=\sum_q\left(M_qb_q+M_q^*b_q^\dagger\right).$$

This is the independent boson model. $E_0$ is the vertical binding energy: the electrons have responded to the hole, the ions have not moved.

Define $B_q=b_q+M_q^*/\hbar\omega$, which obeys the same commutation rules as $b_q$. Multiplying out,

$$\hbar\omega B_q^\dagger B_q=\hbar\omega b_q^\dagger b_q+M_qb_q+M_q^*b_q^\dagger+\frac{|M_q|^2}{\hbar\omega},$$

and therefore

$$H_f=E_0-E_{\rm rel}+\sum_q\hbar\omega B_q^\dagger B_q,\qquad E_{\rm rel}=\sum_q\frac{|M_q|^2}{\hbar\omega}=S\hbar\omega,\qquad S=\sum_q\frac{|M_q|^2}{(\hbar\omega)^2}.$$

The oscillators keep their frequency but have new rest positions. $E_{\rm rel}$ is the energy released when the lattice relaxes to them, and $S$ is that energy counted in phonons.

Energy conservation makes the binding energy, photon energy minus photoelectron energy, equal to $E_f-E_i$. The golden rule, with the constant electronic factor removed, gives the normalized line

$$P(E)=\sum_{i,f}p_i\,|\langle f|i\rangle|^2\,\delta(E-E_f+E_i),$$

where $p_i$ is the thermal probability of the initial phonon state $|i\rangle$.

## The variance, directly

Insert the complete set of final states in the first two moments:

$$\int E\,P\,dE=\sum_ip_i\langle i|(H_f-E_i)|i\rangle,\qquad \int E^2P\,dE=\sum_ip_i\langle i|(H_f-E_i)^2|i\rangle.$$

Since $H_i|i\rangle=E_i|i\rangle$, we have $(H_f-E_i)|i\rangle=(E_0+V)|i\rangle$. The second moment is the squared norm of this vector, so

$$\int E\,P\,dE=E_0+\langle V\rangle,\qquad \int E^2P\,dE=E_0^2+2E_0\langle V\rangle+\langle V^2\rangle.$$

Each term of $V$ changes a phonon number by one, hence $\langle V\rangle=0$. In $\langle V^2\rangle$ only products that restore every phonon number survive:

$$\sigma^2=\langle V^2\rangle=\sum_q|M_q|^2\langle b_qb_q^\dagger+b_q^\dagger b_q\rangle=\sum_q|M_q|^2(2n+1).$$

To find the occupation $n$, put $y=e^{-\hbar\omega/kT}$. A mode holds $N$ phonons with probability $(1-y)y^N$. A more general average will be needed below:

$$\langle b^{\dagger j}b^j\rangle=(1-y)\sum_N\frac{N!}{(N-j)!}y^N=(1-y)\,y^j\frac{d^j}{dy^j}\frac1{1-y}=j!\left(\frac{y}{1-y}\right)^j.$$

The case $j=1$ gives $n=y/(1-y)=1/(e^{\hbar\omega/kT}-1)$, so $\langle b^{\dagger j}b^j\rangle=j!\,n^j$. Then

$$2n+1=\frac{e^{\hbar\omega/kT}+1}{e^{\hbar\omega/kT}-1}=\coth\frac{\hbar\omega}{2kT}\equiv c,$$

and, with $\sum_q|M_q|^2=S(\hbar\omega)^2$,

$$\boxed{\sigma^2=S(\hbar\omega)^2\coth\frac{\hbar\omega}{2kT}}$$

Within the model this holds at every coupling strength and temperature. It says nothing yet about the shape. If the frequencies differ, the same steps give $\sigma^2=\sum_qS_q(\hbar\omega_q)^2\coth(\hbar\omega_q/2kT)$ with $S_q=|M_q|^2/(\hbar\omega_q)^2$.

**Limits.** For $kT\ll\hbar\omega$, $c\to1$ and $\sigma^2\to S(\hbar\omega)^2=E_{\rm rel}\hbar\omega$: zero-point motion alone broadens the line. For $kT\gg\hbar\omega$, $\coth x\to1/x$ with $x=\hbar\omega/2kT$, and $\sigma^2\to2E_{\rm rel}kT$. At given $E_{\rm rel}$ this classical result no longer contains $\hbar$.

## The whole line

The shape follows from the Fourier transform

$$\chi(t)=\int P(E)e^{-iEt/\hbar}dE=\left\langle e^{iH_it/\hbar}e^{-iH_ft/\hbar}\right\rangle .$$

The modes are independent, so $\chi$ is $e^{-iE_0t/\hbar}$ times one factor per mode. Take one mode, drop its index, and write $\beta=M^*/\hbar\omega$, $s=|\beta|^2$, $\theta=\omega t$.

**Two operator identities.** If $[A,C]$ commutes with $A$ and $C$, then $F(\lambda)=e^{\lambda A}e^{\lambda C}$ obeys

$$F'=\left(A+e^{\lambda A}Ce^{-\lambda A}\right)F=\left(A+C+\lambda[A,C]\right)F.$$

Integrating from $0$ to $1$ gives $e^Ae^C=e^{A+C}e^{[A,C]/2}$. For the displacement operator $D(\alpha)=e^{\alpha b^\dagger-\alpha^*b}$ this means

$$D(\alpha)D(\eta)=D(\alpha+\eta)\,e^{(\alpha\eta^*-\alpha^*\eta)/2},\qquad D(\alpha)=e^{-|\alpha|^2/2}e^{\alpha b^\dagger}e^{-\alpha^*b}.$$

Also $D^\dagger(\beta)\,b\,D(\beta)=b+\beta$, because $[b,\beta b^\dagger-\beta^*b]=\beta$ is a number.

**Reduction to one displacement.** The last relation turns $b^\dagger b$ into $B^\dagger B$. With $D=D(\beta)$, the mode's factor is

$$\chi_1=e^{is\theta}\left\langle e^{i\theta b^\dagger b}D^\dagger e^{-i\theta b^\dagger b}D\right\rangle=e^{is\theta}\left\langle D(-\beta e^{i\theta})D(\beta)\right\rangle,$$

since $D^\dagger(\beta)=D(-\beta)$ and the outer exponentials turn $b^\dagger$ into $b^\dagger e^{i\theta}$. In the product rule, $\alpha\eta^*=-se^{i\theta}$ and $\alpha^*\eta=-se^{-i\theta}$, so the phase factor is $e^{-is\sin\theta}$. The total displacement $\delta=\beta(1-e^{i\theta})$ has $|\delta|^2=2s(1-\cos\theta)$.

**Thermal average.** Only equal powers of $b^\dagger$ and $b$ contribute:

$$\langle D(\delta)\rangle=e^{-|\delta|^2/2}\sum_j\frac{(-|\delta|^2)^j}{(j!)^2}\,j!\,n^j=e^{-(n+1/2)|\delta|^2}=e^{-s(2n+1)(1-\cos\theta)}.$$

Collecting factors and summing $s$ over the modes,

$$\ln\chi=-\frac{i(E_0-S\hbar\omega)t}{\hbar}-iS\sin\theta-Sc(1-\cos\theta).$$

The last two terms equal $S(n+1)(e^{-i\theta}-1)+Sn(e^{i\theta}-1)$, as $e^{\pm i\theta}=\cos\theta\pm i\sin\theta$ shows.

**Reading the result.** A Poisson-distributed integer of mean $\mu$ has $\langle e^{-iN\theta}\rangle=\exp[\mu(e^{-i\theta}-1)]$. The line is therefore a comb

$$E_m=E_0-S\hbar\omega+m\hbar\omega,$$

whose weight $W_m$ is the probability that two independent Poisson numbers, of means $S(n+1)$ and $Sn$, differ by $m$. One may picture them as phonons emitted and absorbed; the measured energy fixes their difference $m$ alone. The mean of $m$ is $S$, which puts the centre of the line at $E_0$. Its variance is $S(n+1)+Sn=Sc$, which confirms the boxed formula.

## When the envelope is Gaussian

Invert the Fourier series for the weights:

$$W_m=\frac1{2\pi}\int_{-\pi}^{\pi}d\theta\;e^{im\theta}\,e^{-iS\sin\theta-Sc(1-\cos\theta)}.$$

Put $u=\theta\sqrt{Sc}$ and $z=(m-S)/\sqrt{Sc}=(E_m-E_0)/\sigma$. Expanding the sine and cosine,

$$im\theta-iS\sin\theta-Sc(1-\cos\theta)=izu-\frac{u^2}2+\frac{i\gamma u^3}6+\frac{u^4}{24Sc}+\dots,\qquad \gamma=\frac{S}{(Sc)^{3/2}}=\frac1{\sqrt S\,c^{3/2}}.$$

Because $c\ge1$, $\gamma\le(Sc)^{-1/2}$. At fixed $u$ all corrections vanish as $Sc\to\infty$. Large $u$ does no harm: on the integration range $1-\cos\theta\ge2\theta^2/\pi^2$, so the integrand is never larger in magnitude than $e^{-2u^2/\pi^2}$. What remains is a Gaussian integral:

$$W_m\to\frac1{2\pi\sqrt{Sc}}\int_{-\infty}^{\infty}du\,e^{izu-u^2/2}=\frac{1}{\sqrt{2\pi Sc}}\,e^{-z^2/2}.$$

Dividing by the spacing $\hbar\omega$ gives the envelope

$$P(E)\simeq\frac1{\sqrt{2\pi}\,\sigma}\exp\left[-\frac{(E-E_0)^2}{2\sigma^2}\right],\qquad S\coth\frac{\hbar\omega}{2kT}\gg1.$$

Setting the exponential to one half gives $|E-E_0|=\sigma\sqrt{2\ln2}$, so the full width at half maximum is ${\rm FWHM}=2\sqrt{2\ln2}\,\sigma\approx2.355\,\sigma$.

**Size of the error.** Keep the cubic and quartic terms to first order. Under the integral, $u^j$ is $(-i\,d/dz)^j$ acting on $e^{-z^2/2}$, whence

$$\sqrt{2\pi Sc}\,W_m\simeq e^{-z^2/2}\left[1+\frac\gamma6(z^3-3z)+\frac{z^4-6z^2+3}{24Sc}\right].$$

The corrections in the bracket grow with $|z|$, so the Gaussian is accurate as a fraction of the peak height, while its relative error increases in the far wings. The omitted square of the cubic term is of order $\gamma^2=1/(Sc^3)$, comparable with the quartic term when $c\approx1$ and smaller at high temperature.

The cubic term makes the line lopsided, with the longer tail toward high binding energy; $\gamma$ is the skewness. The magnitude of $(z^3-3z)e^{-z^2/2}$ is stationary where $z^4-6z^2+3=0$, and is largest at $z^2=3-\sqrt6$. When this term dominates, the greatest deviation is $0.230\,\gamma$ of the peak height. On heating at fixed $S$, $\gamma$ falls faster than $1/(Sc)$, and eventually the quartic term wins. Its largest effect, at $z=0$, is $1/(8Sc)$.

The case $S=0.5$ shows both sides. At $T=0$ the weights miss the Gaussian by up to 29.6% of its peak. At $kT=50\,\hbar\omega$, $Sc\approx50$ and the deviation is 0.25%, as $1/(8Sc)$ predicts. Within the model, weak coupling therefore does not exclude a Gaussian envelope if $kT$ is many times $\hbar\omega$. For an optical phonon of 25 meV, however, $kT=50\,\hbar\omega$ means about 14 500 K, far above melting. With that phonon and $S=0.5$ the deviation is still about 20% at 300 K and 5% at 1000 K, so in a real polar crystal the Gaussian envelope of the phonon comb needs large $S$.

**Where the asymmetry comes from.** Choosing $\delta=-iM^*\tau$ in the thermal average gives $\langle e^{-iV\tau}\rangle=e^{-(2n+1)|M|^2\tau^2/2}$ for each mode. The values of $V$ in the initial lattice are thus Gaussian at any temperature, with variance $\sigma^2$. The line differs from this distribution because $V$ does not commute with $H_i$. The third moment about $E_0$ shows this: it is $\langle V^3\rangle+\langle V(H_i-E_i)V\rangle$, where $\langle V^3\rangle=0$ and the second term equals $\tfrac12\langle[V,[H_i,V]]\rangle=\sum_q\hbar\omega|M_q|^2=S(\hbar\omega)^3$. Divided by $\sigma^3$, this is $\gamma$.

## From comb to smooth line

For a single sharp $\omega$ the Gaussian is an envelope over discrete lines. Suppose each is broadened by a normalized Gaussian $g$ of standard deviation $\sigma_g$. Where the envelope is locally flat, the signal is proportional to the periodic sum $\hbar\omega\sum_mg(E-m\hbar\omega)$. Its $j$-th Fourier coefficient is the Fourier integral of $g$ at $2\pi j/\hbar\omega$, so

$$\hbar\omega\sum_mg(E-m\hbar\omega)=1+2\sum_{j\ge1}e^{-2\pi^2j^2\sigma_g^2/(\hbar\omega)^2}\cos\frac{2\pi jE}{\hbar\omega}.$$

With a broadening FWHM equal to $\hbar\omega$, the ripple has an amplitude of 5.7% of the mean (half its peak-to-peak height); it falls rapidly for larger broadening. The total variance is then $\sigma^2+\sigma_g^2$, because variances add under convolution. A Lorentzian lifetime profile has no finite variance and cannot be added in this way. If the decay is independent of the phonons, the line is convolved with that profile, and $\sigma$ refers to the phonon part.

## The coupling in a polar crystal

$S$ can be estimated from dielectric constants. Treat the crystal, of volume $\Omega$, as an isotropic continuum in which one longitudinal branch carries all the lattice screening. A static point charge $e$ has Fourier amplitudes of magnitude $e$. In a medium of relative permittivity $\varepsilon$, Poisson's equation gives a potential amplitude $e/(\varepsilon_0\varepsilon q^2)$, and half of charge times potential gives the energy

$$U=\sum_q\frac{e^2}{2\varepsilon_0\varepsilon\,\Omega q^2}.$$

Before the ions move, $\varepsilon=\varepsilon_\infty$ (electrons only); afterwards $\varepsilon=\varepsilon_s$ (electrons and ions). The energy released at each $q$ must equal the model's $|M_q|^2/\hbar\omega$:

$$|M_q|^2=\frac{\hbar\omega\,e^2}{2\varepsilon_0\Omega q^2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).$$

A crystal has as many wave vectors as primitive cells. Replace the Brillouin zone by a sphere of radius $q_D$ holding that number: $\Omega q_D^3/6\pi^2=\Omega/v_c$, or $q_D=(6\pi^2/v_c)^{1/3}$, with $v_c$ the cell volume. Then

$$\sum_q\frac1{q^2}=\frac{\Omega}{(2\pi)^3}\int_0^{q_D}\frac{4\pi q^2}{q^2}\,dq=\frac{\Omega q_D}{2\pi^2},\qquad E_{\rm rel}=\frac{e^2q_D}{4\pi^2\varepsilon_0}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).$$

The continuum and the spherical cutoff are crude near the hole, so this is an estimate; the formula for $\sigma^2$ does not depend on it.

**Role of localization.** If the hole's static charge is spread out, its amplitude becomes $ef_q$ with $|f_q|\le1$. Each $|M_q|^2$ is multiplied by $|f_q|^2$, and $S$ falls. A hole that hops is outside the model. In the Gaussian regime $|\chi|\simeq e^{-\sigma^2t^2/2\hbar^2}$ at short times, so the envelope is formed within about $\hbar/\sigma$; hopping must be slow on that scale.

## A numerical example

Take a rocksalt-type model crystal with cubic lattice constant 0.6 nm, $\varepsilon_\infty=2.5$, $\varepsilon_s=5$ and $\hbar\omega=25$ meV, all independent of temperature. The primitive cell has $v_c=0.6^3/4=0.054$ nm³, so

$$q_D=\left(\frac{6\pi^2}{0.054}\right)^{1/3}{\rm nm}^{-1}=10.31\ {\rm nm}^{-1},\qquad \frac1{2.5}-\frac15=0.200.$$

These give $E_{\rm rel}=945$ meV and $S=945/25=37.8$. The digits belong to the point charge and the spherical cutoff: integrating $1/q^2$ over the true fcc zone gives 941 meV, and a Gaussian hole charge of rms radius 0.1 nm gives about 845 meV. At 300 K, $kT=25.85$ meV and $c=2.227$, hence

$$\sigma=25\sqrt{37.8\times2.227}\ {\rm meV}\approx229\ {\rm meV},\qquad {\rm FWHM}=2.355\,\sigma\approx540\ {\rm meV},$$

or 0.540 eV ($8.66\times10^{-20}$ J). Other temperatures follow in the same way; the FWHM column is $2.355\,\sigma$, the width of the Gaussian envelope. The last column is the largest difference between comb weights and Gaussian, relative to the Gaussian's peak.

| $T$ (K) | $c$ | FWHM (meV) | deviation |
|---|---|---|---|
| 10 | 1.000 | 362 | 3.9% |
| 80 | 1.055 | 372 | 3.6% |
| 300 | 2.227 | 540 | 1.1% |
| 600 | 4.217 | 743 | 0.4% |

These deviations refer to the peak height. In the wings the relative error is larger: at 300 K, where $\gamma=0.049$ and $Sc=84$, the error formula puts the weights at about 1.16 and 0.87 times the Gaussian for $z=+3$ and $z=-3$.

Up to 80 K the width stays within 3% of its low-temperature value. At 145 K, where $kT=\hbar\omega/2$ and $c=\coth1=1.313$, it is about 15% larger. At 300 K the classical formula $2E_{\rm rel}kT$ gives 521 meV, about 4% below the full result. The line with $m=0$, where the phonon number is unchanged, lies 945 meV below the centre, or about $4.1\,\sigma$. The maximum thus marks approximately the vertical energy $E_0$, not the relaxed energy $E_0-E_{\rm rel}$.

Broadening the 300 K comb by an instrument function of FWHM 50 meV gives a measured width of 541.5 meV. Adding the variances and converting as for a Gaussian gives 542.5 meV. The variances do add; the conversion to FWHM assumes a shape that the line has only approximately.

The numerical check checks the variance, and the Fourier transform $\chi(t)$ at three times, against diagonalization of $H_f$ for small test cases, and $E_{\rm rel}$ against a field-energy integral in real space.

## Computed results

```
TESTS (energies in units of the reference phonon energy)
variance, one mode, S=1.5, kT=1: lines 3.245930, formula 3.245930
variance, one mode, S=2, kT=5: lines 20.066622, formula 20.066622
variance, two modes, kT=0.4: lines 0.986183, formula 0.986183
variance / (2 E_rel kT) at kT=5: 1.00333
max deviation / skewness, Gaussian limit: 0.2300
deviation from Gaussian, S=200, T=0: 1.654 % of peak
deviation from Gaussian, S=800, T=0: 0.820 % of peak
deviation from Gaussian, S=0.5, T=0: 29.6 % of peak
deviation from Gaussian, S=0.5, kT=50: 0.25 % of peak
ripple for broadening FWHM = spacing: 5.69 % of mean
EXAMPLE
lattice constant: 0.60 nm
primitive cell volume: 0.0540 nm^3
eps_inf: 2.5, eps_static: 5.0 (no unit)
1/eps_inf - 1/eps_static: 0.200 (no unit)
phonon energy: 25.0 meV
Debye wave number: 10.312 nm^-1
relaxation energy, formula: 945.33 meV
relaxation energy, field integral: 945.33 meV
S: 37.813 (no unit)
temperature hbar omega/2k: 145.1 K
T=0: sigma 153.73 meV, FWHM 362.01 meV
T=10 K: coth 1.0000, sigma 153.73 meV
  FWHM 362.01 meV, deviation 3.90 % of peak
T=80 K: coth 1.0547, sigma 157.88 meV
  FWHM 371.77 meV, deviation 3.60 % of peak
T=300 K: coth 2.2269, sigma 229.41 meV
  FWHM 540.22 meV, deviation 1.15 % of peak
T=600 K: coth 4.2166, sigma 315.68 meV
  FWHM 743.36 meV, deviation 0.44 % of peak
DETAILS AT 300 K
kT: 25.852 meV
phonon occupation n: 0.6134 (no unit)
mean phonons emitted S(n+1): 61.01 (no unit)
mean phonons absorbed S n: 23.20 (no unit)
variance: 52628.4 meV^2
skewness: 0.0489 (no unit)
excess kurtosis: 0.0119 (no unit)
classical FWHM from 2 E_rel kT: 520.61 meV
instrument FWHM: 50.0 meV
total FWHM measured on broadened comb: 541.52 meV
total FWHM from summed variances: 542.53 meV
main result, phonon FWHM: 0.5402 eV
main result, phonon FWHM: 8.6552e-20 J
```
